# Kimball's tails of the structure factor and the momentum distribution, part 2

How much correlation an electron gas has at large wavevectors decides how its energy converges with a plane-wave cutoff. Here $N$ electrons, half of each spin, fill a periodic cube of volume $V$ with a uniform neutralizing background. The density is $n = N/V$, and $k_F$ is the Fermi wavevector. The ground state $\Psi$ is normalized to one, uniform and symmetric under inversion. Hartree atomic units are used; $a_B$ is the bohr radius.

With $\mathbf r = \mathbf r_1 - \mathbf r_2$, the density of ordered pairs defines the pair distribution $g$:

$$ \rho_2(\mathbf r_1, \mathbf r_2) = N(N-1) \sum_{\rm spins} \int |\Psi|^2 \, d^3r_3 \cdots d^3r_N = n^2 g(\mathbf r) . $$

For parallel and opposite spins, $g = \tfrac12 ( g_{\uparrow\uparrow} + g_{\uparrow\downarrow} )$, with $g_{\uparrow\uparrow}(0) = 0$. The structure factor is $S(\mathbf q) = \frac1N \langle \rho_{\mathbf q} \rho_{-\mathbf q} \rangle$, where $\rho_{\mathbf q} = \sum_i e^{-i \mathbf q \cdot \mathbf r_i}$.

Near contact, a pair of opposite spins has

$$ \Psi = \Psi_0 \left( 1 + \frac r2 \right) + \mathbf c \cdot \mathbf r + O(r^2) . $$

The lemma used below is that only non-smooth terms give power tails in a Fourier transform: $r$ gives $-8\pi/q^4$ and $r^3$ gives $+96\pi/q^6$. Assuming that long-range oscillations of $g$ do not matter at large $q$,

$$ \boxed{ \; S(q) - 1 \;\to\; -\frac{8\pi \, n \, g(0)}{q^4} \; } $$

The Coulomb energy per electron from $q > Q$ tends to $-8 n g(0)/(3 Q^3)$. Parallel spins have $g_{\uparrow\uparrow} = C r^2 ( 1 + \frac r2 ) + O(r^4)$, with $C$ depending on the state, and add $24\pi n C/q^6$ to $S - 1$.

The numerical output also lists two earlier checks. Regular Coulomb waves of angular momentum $l$, with $u$ equal to $r$ times the radial function, should have slopes $1/2$ for $l = 0$ and $1/4$ for $l = 1$. The law for the transform of $r e^{-r^2}$ is $-8\pi/q^4 - 96\pi/q^6$.

## The momentum distribution and two periodic tests

In what follows $n$ is the density, $V$ the volume, $k_F$ the Fermi wavevector, and $g(0)$ the spin-summed pair distribution at zero separation, equal to $\tfrac12$ without interaction. The first half showed that two electrons of opposite spin approach each other with $\Psi = \Psi_0 (1 + r/2)$ plus a smooth linear term, that the transform of $r$ has the tail $-8\pi/q^4$, and that $S(q) - 1 \to -8\pi n g(0)/q^4$. Hartree atomic units are used throughout.

Let $n_{\mathbf k}$ be the occupation of the plane wave $V^{-1/2} e^{i \mathbf k \cdot \mathbf r}$ for one spin. Summed over both spins, it is $N$ times the probability of finding electron 1 in that plane wave:

$$ 2 n_{\mathbf k} = \frac NV \sum_{\rm spins} \int d^3r_2 \cdots d^3r_N \left| \int d^3r_1 \, e^{-i \mathbf k \cdot \mathbf r_1} \Psi \right|^2 . $$

Hold the other electrons fixed. As a function of $\mathbf r_1$, the wavefunction has a kink wherever electron 1 meets another electron $j$. If the spins are opposite, the kink is $\tfrac12 |\mathbf r_1 - \mathbf r_j| \, \Psi_j$, where $\Psi_j$ is the value of $\Psi$ at $\mathbf r_1 = \mathbf r_j$. If they are parallel, $\Psi_j = 0$. Shifting the origin to $\mathbf r_j$ produces a phase, and the lemma gives

$$ \int d^3r_1 \, e^{-i \mathbf k \cdot \mathbf r_1} \Psi \;\to\; -\frac{4\pi}{k^4} \sum_{j \geq 2} e^{-i \mathbf k \cdot \mathbf r_j} \Psi_j . $$

The square has diagonal terms, with the same $j$ twice, and cross terms. In the diagonal terms the phase disappears. By antisymmetry, the $N-1$ values of $j$ contribute equally, and

$$ \frac NV (N-1) \sum_{\rm spins} \int |\Psi(\mathbf r_1 = \mathbf r_2)|^2 \, d^3r_2 \cdots d^3r_N = \frac1V \int \rho_2(\mathbf r, \mathbf r) \, d^3r = n^2 g(0) . $$

The cross terms contain $e^{-i \mathbf k \cdot (\mathbf r_j - \mathbf r_l)} \Psi_j \Psi_l^*$ with $j \neq l$. Once the other coordinates are integrated out, this is a Fourier transform in the separation $\mathbf r_j - \mathbf r_l$. Electrons $j$ and $l$ both have spin opposite to electron 1, so their spins are parallel, and $\Psi_j$ and $\Psi_l$ both vanish when they meet. The transformed function is therefore continuous at zero separation, without a delta function that could give a constant at large $k$. For an integrable function the transform tends to zero. In a determinant of plane waves it vanishes for $k > 3k_F$, because the dependence on $\mathbf r_j$ comes from two occupied orbitals in $\Psi_j$ and one in $\Psi_l^*$. For the interacting infinite gas it is assumed, as for $g$, that long-range oscillations have no weight at large wavevectors. The cross terms are then negligible beside the diagonal ones, and $2 n_k \to 16\pi^2 n^2 g(0)/k^8$, or

$$ \boxed{ \; n_k \;\to\; \frac{8\pi^2 n^2 g(0)}{k^8} = \frac{8}{9\pi^2} \, \frac{g(0) \, k_F^6}{k^8} \quad \text{(one spin)} \; } $$

The second form uses $n = k_F^3/(3\pi^2)$. In general units the result is divided by $a_B^2$. The next terms in the amplitude are smaller by $1/k$, but their product with the leading term is odd in $\mathbf k$ and cancels by inversion symmetry. The correction from the diagonal terms is thus smaller by $1/k^2$. How fast the cross terms decay has not been derived here.

The two powers differ because the cusp enters differently. In $n_k$ the small amplitude, of order $k^{-4}$, is squared. In $S(q)$ it multiplies the large amplitude for finding the pair at low relative momentum, so it enters once.

The kinetic energy per electron from momenta above $K$ is

$$ \frac{2}{n} \int_{k>K} \frac{d^3k}{(2\pi)^3} \, \frac{k^2}{2} \, n_k \;\to\; \frac{1}{2\pi^2 n} \int_K^\infty \frac{8\pi^2 n^2 g(0)}{k^4} \, dk = \frac{4 n g(0)}{3K^3} . $$

This is positive and half as large as the Coulomb part beyond the same wavevector. Together they give $-4 n g(0)/(3K^3)$ per electron.

Both tails can be followed explicitly at lowest order in the interaction. The starting point is a determinant of plane waves. It has $g(0) = \tfrac12$ but no cusp, and its structure factor is

$$ S_0(\mathbf q) = 1 - \frac2N \times \left( \text{number of occupied } \mathbf k_i \text{ for which } \mathbf k_i + \mathbf q \text{ is occupied} \right) , $$

which is one for $q > 2k_F$. A finite $g(0)$ by itself gives no tail. The first-order wavefunction adds double excitations. An electron in $\mathbf k_i$ and one of opposite spin in $\mathbf k_j$ go to $\mathbf k_i + \mathbf q$ and $\mathbf k_j - \mathbf q$. With $\mathbf d = \mathbf k_i - \mathbf k_j$, the kinetic energy rises by

$$ \Delta = \tfrac12 \left[ |\mathbf k_i + \mathbf q|^2 + |\mathbf k_j - \mathbf q|^2 - k_i^2 - k_j^2 \right] = q^2 + \mathbf q \cdot \mathbf d , $$

and the amplitude is

$$ -\frac{4\pi}{V q^2 \Delta} \;\to\; -\frac{4\pi}{V q^4} . $$

The operator $\rho_{\mathbf q} \rho_{-\mathbf q}$ connects the determinant with each such excitation. There are $N^2/2$ ordered pairs of opposite spin, and the interference term occurs twice, once with its complex conjugate. Thus

$$ S - 1 \to \frac2N \cdot \frac{N^2}{2} \cdot \left( -\frac{4\pi}{V q^4} \right) = -\frac{4\pi n}{q^4} . $$

For $n_k$, each of the $(N/2)^2$ choices of an up and a down electron leads to the up state $\mathbf k$ by one value of $\mathbf q$, and

$$ n_k \to \left( \frac N2 \right)^2 \frac{16\pi^2}{V^2 k^8} = \frac{4\pi^2 n^2}{k^8} . $$

Both are the general tails with $g(0) = \tfrac12$. The correlation energy gives a further check. The second-order energy of these excitations with $q > K$ is, per electron,

$$ -\frac1N \left( \frac N2 \right)^2 \frac1V \int_{q>K} \frac{d^3q}{(2\pi)^3} \, \frac{16\pi^2}{q^6} = -\frac n4 \cdot \frac{8}{3K^3} = -\frac{2n}{3K^3} , $$

equal to $-4 n g(0)/(3K^3)$ with $g(0) = \tfrac12$.

For parallel spins the exchanged excitation is subtracted, and $4\pi/q^2$ is replaced by $4\pi/q^2 - 4\pi/|\mathbf q + \mathbf d|^2$. To second order in $\mathbf d$,

$$ \frac{1}{q^2} - \frac{1}{|\mathbf q + \mathbf d|^2} = \frac{1}{q^2} \left[ \frac{2 \mathbf q \cdot \mathbf d + d^2}{q^2} - \frac{4 (\mathbf q \cdot \mathbf d)^2}{q^4} \right] , \qquad \frac1\Delta = \frac{1}{q^2} \left[ 1 - \frac{\mathbf q \cdot \mathbf d}{q^2} \right] , $$

where the second expansion is needed to first order only. The product is

$$ \frac{1}{q^4} \left[ \frac{2 \mathbf q \cdot \mathbf d}{q^2} + \frac{d^2}{q^2} - \frac{6 (\mathbf q \cdot \mathbf d)^2}{q^4} \right] . $$

In the sum over pairs the linear term cancels, and $(\mathbf q \cdot \mathbf d)^2$ averages to $q^2 d^2/3$ for an isotropic or cubic set of occupied states. The bracket becomes $-d^2/q^2$. Since the occupied wavevectors sum to zero, $d^2$ averages to $2 \langle k^2 \rangle$, where $\langle k^2 \rangle$ is the mean over occupied states. This average runs over all $N^2/2$ ordered parallel combinations $(i, j)$, including those with $i = j$, which have $\mathbf d = 0$ and contribute nothing. Thus

$$ (S - 1)_{\rm parallel} \to \frac2N \cdot \frac{N^2}{2} \cdot \frac{4\pi}{V q^6} \cdot 2 \langle k^2 \rangle = \frac{8\pi n \langle k^2 \rangle}{q^6} . $$

The cusp gives the same. For the determinant $g_{\uparrow\uparrow} = 1 - |\langle e^{i \mathbf k \cdot \mathbf r} \rangle|^2 \approx \langle k^2 \rangle r^2/3$, so $C = \langle k^2 \rangle/3$ in the parallel-spin tail $24\pi n C/q^6$. In $n_k$ the leading difference of the two amplitudes is of order $k^{-5}$, and its square is of order $k^{-10}$.

These statements were tested by summing all the double excitations of 14 electrons in a periodic cube. At 161.72 inverse bohr the opposite-spin sums divided by the tail laws are 1.00001 for $S - 1$ and 1.00014 for $n_k$. The parallel-spin part of $S - 1$ agrees with its law to 0.02%, and that of $n_k$ falls with the power 10.002. The determinant alone has $S = 1$ at three lattice units, beyond the reach of its occupied states.

A test beyond perturbation theory needs a correlated state without an expansion in the interaction. Two electrons of opposite spin in a periodic cube, in a singlet with total momentum zero, provide one. This is a very small model gas, and its $g(0)$ is not that of the infinite gas. With $r_s = 2$ bohr, the radius of a sphere holding one electron on average,

$$ n = \frac{3}{4\pi r_s^3} = 0.029842 \ \text{bohr}^{-3} , \qquad V^{1/3} = \left( \frac2n \right)^{1/3} = 4.0620 \ \text{bohr} , $$

and the allowed wavevectors are multiples of $2\pi/4.0620 = 1.5468$ inverse bohr. The wavefunction is $\chi(\mathbf r)/\sqrt V$ with $\chi = V^{-1/2} \sum_{\mathbf G} c_{\mathbf G} e^{i \mathbf G \cdot \mathbf r}$. One electron has momentum $\mathbf G$ and the other $-\mathbf G$, with kinetic energy $G^2$. The Coulomb potential couples $\mathbf G$ and $\mathbf G'$ by $4\pi/(V |\mathbf G - \mathbf G'|^2)$. The lowest eigenvector, with real coefficients, gives

$$ g(0) = \frac V2 \chi(0)^2 = \frac{A^2}{2} , \quad A = \sum_{\mathbf G} c_{\mathbf G} , \qquad S(\mathbf q) - 1 = \sum_{\mathbf G} c_{\mathbf G} c_{\mathbf G + \mathbf q} , \qquad n_{\mathbf k} = c_{\mathbf k}^2 . $$

The first relation follows from $n^2 g = 2\chi^2/V$ with $n = 2/V$.

The value at zero separation converges slowly. The omitted coefficients follow $-4\pi A/(V G^4)$, so cutting the sum at $K$ leaves out the fraction

$$ -\int_{G>K} \frac{d^3G}{(2\pi)^3} \, \frac{4\pi}{G^4} = -\frac{2}{\pi K} $$

of $A$, and the truncated value is too high. At cutoffs of 21.66 and 43.31 inverse bohr, $g(0)$ is 0.19039 and 0.18506, so $A = \sqrt{2 g(0)}$ is 0.6171 and 0.6084. The second cutoff is twice the first, and a straight line in $1/K$ gives

$$ A = 2 \times 0.6084 - 0.6171 = 0.5997 , \qquad g(0) = \tfrac12 (0.5997)^2 = 0.1798 . $$

The slope of the line is taken from the data, not from the tail law. An intermediate cutoff, not used for the line, agrees with it to 0.004% in $A$. This checks the interpolation and does not bound the error of the extrapolation, which neglects terms in $1/K^2$. Cutoffs up to 86.6 inverse bohr with such a term give $A = 0.59961$ and $g(0) = 0.17977$, lower by about 0.01% in $A$, so $g(0) = 0.1798$ stands to the digits shown. The repulsion has reduced $g(0)$ from 0.5 to 0.18, so this is far from lowest order.

With the two-point value of $g(0)$ the tail coefficients are $8\pi n g(0) = 0.13486$ and $8\pi^2 n^2 g(0) = 0.012643$ in atomic units. Their last digits are not converged: the larger cutoffs lower both by about 0.03%, to 0.13482 and 0.012640, which does not change the rounded predictions below. At twelve lattice units, 18.562 inverse bohr, the laws predict

$$ S - 1 = -\frac{0.13486}{18.562^4} = -1.136 \times 10^{-6} , \qquad n_k = \frac{0.012643}{18.562^8} = 8.97 \times 10^{-13} . $$

The eigenvector gives $-1.140 \times 10^{-6}$ and $9.02 \times 10^{-13}$, larger in magnitude by 0.4% and 0.6% of the predictions. An inequivalent direction of the same length gives the same to about 0.01%, so at this wavevector the cubic shape of the cell is hardly felt. At 4.641 inverse bohr along a cube axis the excesses are 2.8% and 6.5%. They shrink with wavevector, but at the largest ones more slowly than $1/k^2$. The finite basis contributes to this. Each coefficient obeys $(k^2 - E) \, c_{\mathbf k} = -\sum_{\mathbf G \neq \mathbf k} 4\pi c_{\mathbf G}/(V |\mathbf k - \mathbf G|^2)$, and the leading term of the right side is $-4\pi A/(V k^2)$. The eigenvector is cut at $K = 43.31$ inverse bohr. The omitted coefficients $-4\pi A/(V G^4)$, with $|\mathbf k - \mathbf G| \approx G$, would change the sum by the fraction $-k^2 \int_{G>K} d^3G \, (2\pi)^{-3} \, 4\pi/G^6 = -2k^2/(3\pi K^3)$. Their absence makes $|c_{\mathbf k}|$ too large by about 0.09% of its value at 18.562 inverse bohr, and $n_k$ by about 0.18%. The magnitude of $S - 1$, which is linear in the small coefficients, is too large by about 0.1%. This excess grows with $k$, while the true correction falls as $1/k^2$. The full set of values is in the numerical output.

The same calculation answers the question of the cutoff. Between the lowest and the highest cutoff $g(0)$ changes by 3%, while the energy changes by only about $10^{-6}$ hartree. The estimate $-4 n g(0)/(3K^3)$ per electron gives, for two electrons at $K = 21.66$,

$$ -\frac{8 \times 0.029842 \times 0.1798}{3 \times 21.66^3} = -1.4 \times 10^{-6} \ \text{hartree} , $$

which is of the observed size, although the printed energies resolve the change only in their last digit and do not test the power. The power follows from second order in the omitted plane waves. Each is coupled to the state by $4\pi A/(V G^2)$ and lies higher by $G^2$, so together they lower the energy by $V \int_{G>K} d^3G \, (2\pi)^{-3} \, (4\pi A/V)^2/G^6 = 8A^2/(3VK^3) = 8 n g(0)/(3K^3)$, the same expression. When pairs of opposite spin are present, so that $g(0) > 0$, an energy can therefore be extrapolated in $K^{-3}$ once $K$ is in the tail region, whereas a pair density at contact needs extrapolation in $K^{-1}$. The $K^{-3}$ law is approached slowly: in this model the energy drop between 21.66 and 43.31 inverse bohr exceeds it by about 2.5%, and that between 43.31 and 86.6 by about 1.2%. For parallel spins alone the squared amplitude is smaller by $1/k^2$, and the second-order energy beyond the cutoff falls as $K^{-5}$. A wavefunction that contains the factor $1 + r/2$ at short range supplies the leading tail from the start, and the plane waves need only describe the smoother remainder.

The result depends on the bare Coulomb repulsion. If the interaction is replaced by one that is smooth at $r = 0$, there is no $1/r$ to cancel, the kink disappears, and so do these tails. In a crystal treated with all its electrons and point nuclei of charge $Z$, the wavefunction also has a kink $-Z r$ at each nucleus. By the same lemma its amplitude is of order $k^{-4}$, so it adds its own $k^{-8}$ term to the momentum distribution. The coefficient of that tail then no longer measures the contact density of electron pairs alone.

## Values computed for the example and the checks

```
Slope of ln[u/r^(l+1)] at r -> 0 (1/bohr)
  l=0, relative momentum 0.7 1/bohr: 0.5000
  l=0, relative momentum 1.5 1/bohr: 0.4999
  l=1, relative momentum 0.7 1/bohr: 0.2500
  l=1, relative momentum 1.5 1/bohr: 0.2499
Transform of r exp(-r^2) at q=20: -1.61977e-04, law -1.61792e-04
Transform of r^2 exp(-r^2) at q=20: below 1e-10: True
r_s = 2.0 bohr, n = 0.029842 bohr^-3, k_F = 0.9596 1/bohr
14 electrons: determinant g(0) = 0.5000, wavevector 161.72 1/bohr
  determinant S at 1 and 3 lattice units: 0.7143, 1.0000
  opposite spin, sum/tail law: S-1 1.00001, n_k 1.00014
  parallel spin, S-1 over 8 pi n <k^2>/q^6: 1.00018
  parallel spin, decay power of n_k: 10.0016
  parallel/opposite share: S-1 -4.29e-05, n_k 2.86e-05
Two electrons: cube side 4.0620 bohr, lattice unit 1.5468 1/bohr
  plane waves 91965, symmetric combinations 2308
  cutoff 21.66 1/bohr: energy -0.017778 hartree, g(0) 0.19039
  cutoff 30.94 1/bohr: energy -0.017779 hartree, g(0) 0.18720
  cutoff 43.31 1/bohr: energy -0.017779 hartree, g(0) 0.18506
  extrapolated g(0) = 0.1798
  control cutoff, predicted/computed amplitude: 0.99996
  coefficients: 8 pi n g(0) = 0.13486 bohr^-4, 8 pi^2 n^2 g(0) = 0.012643 bohr^-8
  lattice vector, length (1/bohr), S-1, S-1 over law, n_k, n_k over law
  (3, 0, 0): 4.641, -2.9898e-04, 1.0281, 6.2594e-08, 1.0646
  (6, 0, 0): 9.281, -1.8388e-05, 1.0117, 2.3361e-10, 1.0172
  (9, 0, 0): 13.922, -3.6109e-06, 1.0057, 9.0356e-12, 1.0083
  (12, 0, 0): 18.562, -1.1404e-06, 1.0039, 9.0232e-13, 1.0058
  (8, 8, 4): 18.562, -1.1405e-06, 1.0040, 9.0235e-13, 1.0058
  decay powers between 6 and 12 units: S-1 4.011, n_k 8.016
```
